# Why bulk silicon needs two electron masses, 0.26 and 1.08

A bar of lightly doped n-type silicon at room temperature invites two questions. Where does the Fermi level lie, given the density of conduction electrons? How fast do those electrons drift in a weak field? For free electrons of one mass $m$, the same $m$ enters both answers. It is tempting to do likewise in silicon: find a mass from the mobility, then use it to place the Fermi level. The bar itself supplies a counter-example.

## The bar and its ellipsoids

The conduction band of unstrained silicon has six equivalent minima, called valleys, two on each cubic axis. Near a minimum, with $\mathbf k$ measured from it and $E$ from the band edge $E_c$,

$$E=\frac{k_l^2}{2m_l}+\frac{k_{t1}^2+k_{t2}^2}{2m_t}.$$

Here $l$ denotes the direction along the valley's axis and $t1,t2$ the two directions across it. The algebra is in atomic units, so $\hbar=e=1$ and masses are multiples of the free-electron mass $m_e$. Take the rough values $m_l=0.98$ and $m_t=0.19$.

### First question: how many states?

A surface of constant energy is an ellipsoid with semi-axes $\sqrt{2m_lE}$, $\sqrt{2m_tE}$ and $\sqrt{2m_tE}$. Its volume is

$$\frac{4\pi}{3}(2E)^{3/2}\sqrt{m_l}\,m_t .$$

Each unit volume of crystal has $1/(2\pi)^3$ allowed wave vectors per unit volume of $\mathbf k$-space. With two spins and six valleys, the number of states below $E$, per unit volume of crystal, is

$$N(E)=6\cdot2\cdot\frac{1}{8\pi^3}\cdot\frac{4\pi}{3}(2E)^{3/2}\sqrt{m_l}\,m_t
=\frac{6\sqrt{m_l}\,m_t\,(2E)^{3/2}}{3\pi^2}.$$

One spherical valley of mass $m$ would give $m^{3/2}(2E)^{3/2}/(3\pi^2)$. The two agree at every $E$ if $m$ equals the density-of-states mass $m_d$, where

$$m_d^{3/2}=6\sqrt{m_l}\,m_t,\qquad m_d=6^{2/3}(m_lm_t^2)^{1/3}.$$

For the bar, $6\times\sqrt{0.98}\times0.19=1.1285$, so $m_d=1.1285^{2/3}=1.084$.

This can be tested by counting discrete states. In a periodic cube of side 330 nm, 2,912,040 wave vectors lie inside the six ellipsoids at $E=0.1$ eV. The valley centres were placed at $0.85\times2\pi/a$ from the zone centre, with $a=5.43$ Å. Converted to a spherical mass, that count gives 1.0839, against 1.0840 from the formula. The exact count depends on the box and on these choices; boxes of 300 to 400 nm move the mass by up to about 0.0002.

### Second question: how fast do they drift?

Let a weak field $F$ point along $x$. The electron's charge is $-1$, so $dk_x/dt=-F$. Since $v_x=\partial E/\partial k_x=k_x/m_x$, the field changes the velocity at the rate $-F/m_x$. Here $m_x=m_l$ in the two valleys on the $x$ axis and $m_x=m_t$ in the other four.

If collisions remove the mean velocity at the rate $1/\tau$, the steady state obeys

$$0=-\frac{F}{m_x}-\frac{\langle v_x\rangle}{\tau},
\qquad \langle v_x\rangle=-\frac{\tau F}{m_x}.$$

The valleys are equally populated, so one third of the electrons respond with $m_l$ and two thirds with $m_t$. The mean drift velocity is

$$-\tau F\,\frac13\left(\frac1{m_l}+\frac2{m_t}\right)\equiv-\frac{\tau F}{m_c},
\qquad \frac{3}{m_c}=\frac1{m_l}+\frac2{m_t}.$$

For the bar, $1/0.98+2/0.19=1.0204+10.5263=11.5467$, and $m_c=3/11.5467=0.260$.

Inverse masses are averaged because all electrons feel the same force and their velocities add. Averaging the masses themselves gives $(0.98+2\times0.19)/3=0.453$, which does not describe this drift.

### What one mass would cost

To turn the mass into a Fermi level, differentiate $N(E)$ for the equivalent sphere:

$$g(E)=\frac{dN}{dE}=\frac{m_d^{3/2}\sqrt{2E}}{\pi^2}.$$

When the Fermi level $E_F$ lies several $kT$ below $E_c$, the occupation is $e^{-(E+E_c-E_F)/kT}$. Using $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$,

$$n=N_c\,e^{-(E_c-E_F)/kT},\qquad
N_c=\frac{\sqrt2\,m_d^{3/2}}{\pi^2}\frac{\sqrt\pi}{2}(kT)^{3/2}
=2\left(\frac{m_dkT}{2\pi}\right)^{3/2}.$$

At 300 K, $kT=0.02585$ eV. Let $n=10^{15}$ cm$^{-3}$. The proper mass gives $N_c=2.83\times10^{19}$ cm$^{-3}$ and

$$E_c-E_F=0.02585\,\ln(2.83\times10^4)=0.265\ \text{eV}.$$

Using $m_c$ instead gives $N_c=3.32\times10^{18}$ cm$^{-3}$ and a depth of 0.210 eV. At fixed electron density, the Fermi level is misplaced by $\tfrac32kT\ln(m_d/m_c)=0.055$ eV. At fixed Fermi level, the density is too small by a factor of 8.5.

The opposite exchange spoils the mobility. In ordinary units the mobility is $\mu=e\tau/(m_cm_e)$. With $\tau=0.2$ ps it is 1354 cm$^2$/Vs, and the resistivity $1/(ne\mu)$ is 4.6 ohm cm. Putting $m_d$ in place of $m_c$, with $\tau$ fixed, gives 325 cm$^2$/Vs.

Mobility alone cannot expose this second error, because it fixes only the ratio $\tau/m$. Someone using 1.084 could recover 1354 cm$^2$/Vs by raising $\tau$ by the factor 4.17, to about 0.83 ps. The wrong mass would then be hidden in a wrong scattering time.

## The general statement

Suppose that six ellipsoidal valleys, two on each cubic axis and with masses $m_l$ along that axis and $m_t$ across it, have equal edges, that the field is weak, and that collisions are described by a relaxation time $\tau(E)$ common to all valleys. Then:

1. The density of states is that of one spherical valley of mass $m_d=6^{2/3}(m_lm_t^2)^{1/3}$.
2. The conductivity is the same in every direction and equals $n\langle\tau\rangle/m_c$, with $3/m_c=1/m_l+2/m_t$.
3. For all positive $m_l$ and $m_t$, $m_d/m_c\ge6^{2/3}$, with equality only if $m_l=m_t$.

The ellipsoid volume found above proves the first part for any masses. The drift argument took $\tau$ constant and the field along a cubic axis; the second part removes both restrictions.

### Proof of the conductivity formula

Let $f_0(E)$ be the equilibrium occupation and $f$ the occupation in the field $\mathbf F$. In the steady state, the change caused by the force $-\mathbf F$ balances relaxation:

$$-\mathbf F\cdot\frac{\partial f}{\partial\mathbf k}=-\frac{f-f_0}{\tau}.$$

To first order in the field, $f$ on the left may be replaced by $f_0$. Since $\partial f_0/\partial\mathbf k=\mathbf v\,df_0/dE$,

$$f-f_0=\tau\,\mathbf F\cdot\mathbf v\,\frac{df_0}{dE}.$$

The equilibrium part carries no current. The charge $-1$ combines with the negative slope of $f_0$ to give a positive conductivity. For one valley,

$$\sigma_{ij}=2\int\frac{d^3k}{(2\pi)^3}\,\tau\,v_iv_j\left(-\frac{df_0}{dE}\right).$$

Now set $k_i=\sqrt{m_i}\,q_i$. The energy becomes $E=q^2/2$, a sphere, and $v_i=k_i/m_i=q_i/\sqrt{m_i}$. For $i\ne j$ the integrand is odd in $q_i$ and the integral vanishes. For $i=j$, the average of $q_i^2$ over the sphere is $q^2/3=2E/3$, so $v_i^2$ averages to $2E/(3m_i)$. With $g_v=\sqrt{m_l}\,m_t\sqrt{2E}/\pi^2$ the density of states of one valley, and $n_v$ its electron density,

$$\sigma_{ii}=\frac{n_v\langle\tau\rangle}{m_i},\qquad
\langle\tau\rangle=\frac{2}{3n_v}\int_0^\infty g_vE\,\tau\left(-\frac{df_0}{dE}\right)dE .$$

All the scattering is in $\langle\tau\rangle$, and all the direction dependence is in $1/m_i$. Because the valleys share $g_v$, $f_0$ and $\tau$, they share $\langle\tau\rangle$. Each holds $n_v=n/6$, and therefore

$$\sigma_{xx}=\frac n6\langle\tau\rangle\left(\frac2{m_l}+\frac4{m_t}\right)=\frac{n\langle\tau\rangle}{m_c}.$$

The same sum arises for $y$ and $z$. The tensor is thus a multiple of the unit matrix, which proves the second part.

For constant $\tau$, integration by parts gives

$$\int_0^\infty E^{3/2}\left(-\frac{df_0}{dE}\right)dE=\frac32\int_0^\infty E^{1/2}f_0\,dE,$$

because the boundary term $-E^{3/2}f_0$ vanishes at both ends. The factors $\tfrac23$ and $\tfrac32$ cancel and $\langle\tau\rangle=\tau$, whether or not the gas is degenerate. For a dilute gas with $\tau=\tau_0(E/kT)^{-1/2}$, the integrals give $\langle\tau\rangle=\tau_0\,\Gamma(2)/\Gamma(5/2)=0.752\,\tau_0$. The mobility changes, but $m_c$ does not.

The isotropy belongs to the sum, not to each valley. For a field along [111], an $x$ valley carries a current along $(1/m_l,1/m_t,1/m_t)$. Its angle $\theta$ to the field obeys

$$\cos\theta=\frac{1/m_l+2/m_t}{\sqrt3\,\sqrt{1/m_l^2+2/m_t^2}},$$

which gives $\theta=27.5^\circ$. The sideways parts cancel when all the valleys are added.

### Proof of the inequality

Write $r=m_l/m_t$. Then

$$\frac{m_d}{m_c}=6^{2/3}h(r),\qquad
h(r)=\frac{r^{1/3}}3\left(\frac1r+2\right)=\frac{r^{-2/3}+2r^{1/3}}3 .$$

Its derivative is

$$h'(r)=\frac29\,r^{-5/3}(r-1).$$

So $h$ falls for $r<1$, rises for $r>1$, and has its minimum $h(1)=1$. This proves the third part.

The ratio has two sources. Six valleys multiply the number of states but not the acceleration of an electron; this gives $6^{2/3}=3.30$. The elongated shape contributes $h=1.26$ for the masses used here. Their product is 4.17.

Keeping six valleys but making each a sphere of one mass does not help either. The density of states would require a mass of 0.328 per valley, while the drift requires 0.260.

## A second case: strain changes both masses

Both mass formulas were derived for equally populated valleys. Biaxial tension in the (001) plane lowers the two $z$ valleys relative to the other four. Let the splitting be $\Delta$, with the shapes of the ellipsoids unchanged. In a dilute gas, the fraction of electrons in the lower pair is

$$w=\frac{2}{2+4e^{-\Delta/kT}}.$$

For a field along $x$, the $z$ valleys respond with $m_t$. Of the upper four, two respond with $m_l$ and two with $m_t$. For a field along $z$, the lower pair responds with $m_l$ and the upper four with $m_t$. Hence

$$\frac1{m_\parallel}=\frac w{m_t}+\frac{1-w}2\left(\frac1{m_l}+\frac1{m_t}\right),
\qquad
\frac1{m_\perp}=\frac w{m_l}+\frac{1-w}{m_t}.$$

For the thermal density of electrons, measured from the lower edge, the valley number 6 becomes $2+4e^{-\Delta/kT}$.

Take a rough splitting of 0.1 eV at 300 K. Then $e^{-\Delta/kT}=0.021$ and $w=0.96$. The in-plane conductivity mass falls to 0.193, the out-of-plane mass rises to 0.84, and the density mass falls to 0.54. At fixed $\langle\tau\rangle$, the in-plane mobility rises by the factor $0.2598/0.1931=1.35$. Any change of scattering with strain is additional to this.

For $\Delta=0$, $w=1/3$ and the unstrained masses return. For $\Delta\gg kT$, the conductivity masses tend to $m_t$ in the plane and $m_l$ across it. The ellipsoids have not changed; the populations have.

## How far the numbers apply to real silicon

The example represents lightly doped bulk silicon. Its mobility is near the rough room-temperature value of 1400 cm$^2$/Vs because the round value of $\tau$ was chosen for that regime; it is not a prediction. The figure 1.08 also depends on the input $m_l=0.98$. With $m_l=0.92$, closer to low-temperature cyclotron resonance, the parabolic formulas give $m_d=1.06$ and $m_c=0.258$.

Real valleys are also not quite parabolic. A simple correction is $E(1+\alpha E)=\gamma(\mathbf k)$, where $\gamma$ is the old quadratic expression. The density of states is then proportional to

$$\gamma^{1/2}\frac{d\gamma}{dE}\approx E^{1/2}\left(1+\tfrac52\alpha E\right).$$

With the weight $E^{1/2}e^{-E/kT}$ the mean energy is $\tfrac32kT$, so $N_c$ grows by the fraction $\tfrac{15}4\alpha kT$. Since $m_d\propto N_c^{2/3}$, $m_d$ grows by $\tfrac52\alpha kT$.

Velocities are divided by $d\gamma/dE$, so the conductivity integrand is proportional to

$$\frac{\gamma^{3/2}}{d\gamma/dE}\approx E^{3/2}\left(1-\tfrac12\alpha E\right).$$

For constant $\tau$ its weight gives a mean energy of $\tfrac52kT$, hence a change of $-\tfrac54\alpha kT$. Dividing by the larger density gives a total change of $-5\alpha kT$ in $1/m_c$.

With the rough value $\alpha=0.5$ eV$^{-1}$ and $m_l=0.92$, the full integrals for constant $\tau$ at 300 K give $m_d=1.10$ and $m_c=0.275$. At 400 K they give 1.11 and 0.280. The pair 1.08 and 0.26 found for the bar is therefore a set of working values. Against the parabolic values for the same $m_l=0.92$, nonparabolicity raises $m_d$ by 3 to 4% and $m_c$ by 6 to 9% between 300 and 400 K. Against the bar's pair, where the smaller $m_l$ offsets part of the rise, the net shifts are 1 to 2% and 6 to 8%. A single $\alpha$ is a rough model: it ignores the zone boundary at X, which the ellipsoid reaches about 0.12 eV above the band edge and where a second band joins, so the true shifts, above all that of $m_c$, can be larger. They remain far smaller than the gap between the two masses.

Other assumptions fail in different ways:

- **Unequal scattering.** If $\tau$ differs along and across a valley, $1/m_l$ and $1/m_t$ acquire different weights. The longitudinal term supplies 8.8% of the mobility, so halving its $\tau$ alone lowers the mobility by 4.4%.
- **Heavy doping.** At $10^{20}$ cm$^{-3}$, a density suited to a transistor contact, the exponential formula puts $E_F$ 0.033 eV above $E_c$. Fermi statistics in the same parabolic bands give 0.063 eV. Changes of the bands caused by the dopants are left out.
- **Strong fields.** At 100 V/cm, the drift speed is 0.6% of the root-mean-square thermal speed. At 10,000 V/cm, the linear formula would make it 59%, or $1.35\times10^7$ cm/s, above the saturation velocity of roughly $10^7$ cm/s, so a weak-field mobility can no longer be trusted. The departure starts well before this: in real silicon it is already of the order of 10% near 1000 V/cm.

The numerical output below lists the values to more digits than the model warrants for real silicon.

## Computed results

```
Temperature: 300 K; kT: 0.02585 eV
Longitudinal mass: 0.98 m_e
Transverse mass: 0.19 m_e
Density-of-states mass, formula: 1.0840 m_e
Density-of-states mass, k-point count: 1.0839 m_e
Density-of-states mass, integral: 1.0840 m_e
k-points counted, without spin: 2912040
Counting box side: 330 nm; energy: 0.1 eV
One-valley density mass: 0.3283 m_e
Conductivity mass, formula: 0.2598 m_e
Conductivity mass, integral: 0.2598 m_e
Arithmetic mean mass (wrong): 0.4533 m_e
Mass ratio m_d/m_c: 4.172
Lower bound from six valleys: 3.302
Extra factor from anisotropy: 1.264
[111] current tilt, x-valley pair: 27.5 degrees
tau average/tau0 for E^(-1/2): 0.7523
Electron density: 1.0e+15 cm^-3
Transport-averaged tau: 0.20 ps
N_c with m_d: 2.832e+19 cm^-3
N_c with m_c (wrong): 3.323e+18 cm^-3
N_c ratio, right/wrong: 8.52
E_c-E_F with m_d: 0.2650 eV
E_c-E_F with m_c (wrong): 0.2096 eV
Fermi-level error: 0.0554 eV
Mobility with m_c: 1354 cm2/Vs
Mobility with m_d (wrong): 325 cm2/Vs
Resistivity: 4.61 ohm cm
Strain splitting: 0.10 eV
Population of lower two valleys: 96.0 %
Strained in-plane conductivity mass: 0.1931 m_e
Strained out-of-plane mass: 0.8399 m_e
Strained density mass: 0.5355 m_e
Alternative longitudinal mass: 0.92 m_e
Alternative parabolic m_d: 1.0614 m_e
Alternative parabolic m_c: 0.2583 m_e
Nonparabolicity alpha: 0.50 1/eV
Alternative thermal m_d, 300 K: 1.0958 m_e
Alternative thermal m_c, 300 K: 0.2749 m_e
Alternative thermal m_d, 400 K: 1.1073 m_e
Alternative thermal m_c, 400 K: 0.2804 m_e
Longitudinal share of mobility: 8.84 %
Mobility loss if tau_l halves: 4.42 %
Electrons above 0.1 eV: 5.18 %
Contact electron density: 1.0e+20 cm^-3
Contact E_F-E_c, Fermi: 0.0634 eV
Contact E_F-E_c, Boltzmann: 0.0326 eV
RMS thermal speed: 2.291e+07 cm/s
Linear drift/RMS speed at 100 V/cm: 0.0059
Linear drift/RMS speed at 10000 V/cm: 0.5909
```
